# In-plane polarizability of benzene's pi electrons on a ring: a program that tests the result

```python
# Result under test: six independent electrons on a ring of radius R have the
# static in-plane polarizability volume alpha = 4 R^4 / (3 a0), a0 = Bohr radius.
# Units: eV, angstrom (A), field in V/A; polarizability volumes in A^3.
# eps = hbar^2/(2 m R^2) is the ring energy unit; orbital energies are eps*m^2.
# The program also sizes effects that the ring model leaves out.
import numpy as np
from scipy import constants as c
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf import gto, scf

R = 1.39
a0 = c.physical_constants['Bohr radius'][0] * 1e10
coulomb = c.e / (4 * np.pi * c.epsilon_0) * 1e10      # e^2/(4 pi eps0), eV A


def energy_unit(radius):
    return c.hbar**2 / (2 * c.m_e * (radius * 1e-10)**2) / c.e


eps = energy_unit(R)
alpha = 4 * R**4 / (3 * a0)
n_grid = 360
phi = 2 * np.pi * np.arange(n_grid) / n_grid


def ring(field, direction=0.0, radius=R, extra=0.0):
    """Finite-difference ring in a field: five levels, dipole (e A), density."""
    step = 2 * np.pi / n_grid
    hop = energy_unit(radius) / step**2
    h = np.diag(2 * hop + field * radius * np.cos(phi - direction) + extra)
    i = np.arange(n_grid)
    h[i, (i + 1) % n_grid] -= hop
    h[(i + 1) % n_grid, i] -= hop
    levels, vectors = eigh(h, subset_by_index=[0, 4])
    density = 2 * np.sum(vectors[:, :3]**2, axis=1)
    dipole = -radius * np.sum(density * np.cos(phi - direction))
    return levels, dipole, density


def close(value, reference, tolerance):
    assert abs(value / reference - 1) < tolerance, (value, reference)


# Polarizability from energy curvature, and the share of each filled level
F = 0.02
free = ring(0.0)[0]
curvature = -(ring(F)[0] + ring(-F)[0] - 2 * free) / F**2 * coulomb
alpha_energy = 2 * np.sum(curvature[:3])
share_zero = 2 * curvature[0]
share_one = 2 * (curvature[1] + curvature[2])
close(alpha_energy, alpha, 1e-3)
close(share_zero, 4 * R**4 / a0, 1e-3)
close(share_one, -8 * R**4 / (3 * a0), 1e-3)
close(free[3] - free[2], 3 * eps, 1e-3)

# Polarizability from the induced dipole: direction and radius dependence
alpha_dipole = ring(F)[1] / F * coulomb
close(alpha_dipole, alpha, 1e-3)
close(ring(F, direction=0.65)[1] / F * coulomb, alpha, 1e-3)
close(ring(F, radius=1.8)[1] / F * coulomb, 4 * 1.8**4 / (3 * a0), 1e-3)

# Explicit sum over filled-to-empty transitions, matrix elements by quadrature
total = 0.0
for m in (-1, 0, 1):
    for k in [j for j in range(-8, 9) if abs(j) > 1]:
        element = np.mean(np.exp(1j * (m - k) * phi) * np.cos(phi))
        total += 4 * abs(element)**2 * R**2 / (eps * (k**2 - m**2))
close(total * coulomb, alpha, 1e-6)

# Hartree back-action of the induced charge, softening length d
d = 1.0
J = quad(lambda t: np.cos(t) / np.sqrt(4 * R**2 * np.sin(t / 2)**2 + d**2),
         0, 2 * np.pi, epsabs=1e-11, points=[np.pi])[0]
alpha_hartree = alpha / (1 + alpha * J / (np.pi * R**2))
angle = phi[:, None] - phi[None, :]
kernel = coulomb / np.sqrt(4 * R**2 * np.sin(angle / 2)**2 + d**2)
potential = np.zeros(n_grid)
for cycle in range(60):
    density = ring(F, extra=potential)[2]
    change = kernel @ (density - 6 / n_grid) - potential
    potential = potential + 0.3 * change
assert np.max(abs(change)) < 1e-7
close(ring(F, extra=potential)[1] / F * coulomb, alpha_hartree, 2e-3)

# Sixfold potential of the nuclei, and nonlinearity in a strong field
V6 = 2.0
alpha_sixfold = ring(F, extra=V6 * np.cos(6 * phi))[1] / F * coulomb
change_sixfold = 100 * (alpha_sixfold / alpha_dipole - 1)
weak, strong = 0.01, 0.10                              # 1 and 10 MV/cm
nonlinear = 100 * ((ring(strong)[1] / strong) / (ring(weak)[1] / weak) - 1)

# Local field in a cubic-lattice slab polarized along its normal: lattice sum
L = 200
gx, gy = np.meshgrid(np.arange(-L, L + 1), np.arange(-L, L + 1))
rho2 = (gx**2 + gy**2).astype(float)
rho2 = rho2[(rho2 <= L**2) & (rho2 > 0)]
lattice_sum = 0.0
for z in range(-4, 5):
    lattice_sum += np.sum((2 * z**2 - rho2) / (rho2 + z**2)**2.5)
    lattice_sum -= 2 * np.pi * L**2 / (L**2 + z**2)**1.5
    if z != 0:
        lattice_sum += 2 / abs(z)**3
close(lattice_sum, -8 * np.pi / 3, 1e-3)


def dielectric_constant(number_density, mean_alpha):
    x = 4 * np.pi * number_density * mean_alpha / 3
    return (1 + 2 * x) / (1 - x)


N = 8e-3                                               # rings per A^3
mean_ring = 2 * alpha / 3
k_ring = dielectric_constant(N, mean_ring)
P = N * mean_ring / (1 - lattice_sum * N * mean_ring)  # per unit outer field
close(1 / (1 - 4 * np.pi * P), k_ring, 1e-3)

# Benzene, finite-field Hartree-Fock; pi part = orbitals odd in z
r_CH = 1.09
atoms = []
for j in range(6):
    ux, uy = np.cos(j * np.pi / 3), np.sin(j * np.pi / 3)
    atoms.append(('C', (R * ux, R * uy, 0.0)))
    atoms.append(('H', ((R + r_CH) * ux, (R + r_CH) * uy, 0.0)))
mol = gto.M(atom=atoms, basis={'C': 'aug-cc-pvdz', 'H': 'cc-pvdz'}, verbose=0)
mf = scf.RHF(mol).density_fit()
mf.conv_tol = 1e-10
mf.conv_tol_grad = 1e-6
mf.kernel()
assert mf.converged
dm0 = mf.make_rdm1()
h0 = mf.get_hcore()
r_ao = mol.intor('int1e_r')
overlap = mol.intor('int1e_ovlp')
odd = np.array([lab[3] in ('z', 'xz', 'yz')
                for lab in mol.ao_labels(fmt=False)])
pi_block = np.outer(odd, odd)
n_pi = np.sum(dm0 * overlap * pi_block)
assert abs(n_pi - 6) < 1e-5
F_au = 0.003
hf, hf_pi = [], []
for axis in range(3):
    h_field = h0 + F_au * r_ao[axis]
    mf.get_hcore = lambda *args, h=h_field: h
    mf.kernel(dm0=dm0)
    assert mf.converged
    induced = -(mf.make_rdm1() - dm0) * r_ao[axis] / F_au * a0**3
    hf.append(np.sum(induced))
    hf_pi.append(np.sum(induced * pi_block))
close(hf[0], hf[1], 5e-3)
close(hf_pi[0], hf_pi[1], 1e-2)
mean_hf = sum(hf) / 3
k_hf = dielectric_constant(N, mean_hf)

debye = 1e-21 / c.c                                    # C m
dipole = alpha * weak / coulomb * c.e * 1e-10 / debye
T = 378.0
print(f"ring radius R = {R:.2f} A")
print(f"Bohr radius a0 = {a0:.6f} A")
print(f"e^2/(4 pi eps0) = {coulomb:.4f} eV A")
print(f"ring energy unit eps = {eps:.4f} eV")
print(f"gap 3 eps = {3 * eps:.3f} eV")
print(f"R^4 = {R**4:.4f} A^4")
print(f"in-plane polarizability volume, formula = {alpha:.3f} A^3")
print(f"same in SI = {alpha * 1e-30 * 4 * np.pi * c.epsilon_0:.4e} C m^2/V")
print(f"same from energy curvature on grid = {alpha_energy:.3f} A^3")
print(f"same from induced dipole on grid = {alpha_dipole:.3f} A^3")
print(f"share of m=0 pair on grid = {share_zero:.3f} A^3")
print(f"share of four m=+-1 electrons on grid = {share_one:.3f} A^3")
print(f"field at the ring = {weak * 100:.1f} MV/cm")
print(f"induced dipole at this field = {dipole:.4f} debye")
print(f"energy drop across ring 2eFR = {2 * weak * R:.4f} eV")
print(f"change of dipole/field, 1 to 10 MV/cm = {nonlinear:.4f} %")
print(f"temperature = {T:.0f} K")
print(f"thermal energy kT = {c.k * T / c.e:.4f} eV")
print(f"sixfold potential amplitude = {V6:.1f} eV")
print(f"change of alpha by sixfold potential = {change_sixfold:.2f} %")
print(f"softening length d = {d:.1f} A")
print(f"Hartree integral J = {J:.4f} 1/A")
print(f"ring alpha with Hartree back-action = {alpha_hartree:.3f} A^3")
print(f"slab dipole lattice sum = {lattice_sum:.4f} (no unit)")
print(f"its Lorentz value -8 pi/3 = {-8 * np.pi / 3:.4f} (no unit)")
print(f"ring density = {N * 1000:.1f} per nm^3")
print(f"orientation mean of ring alpha = {mean_ring:.3f} A^3")
print(f"k from ring model alone = {k_ring:.3f} (no unit)")
print(f"C-H length in Hartree-Fock = {r_CH:.2f} A")
print(f"Hartree-Fock pi electron count = {n_pi:.4f} electrons")
print(f"Hartree-Fock alpha, in-plane x = {hf[0]:.2f} A^3")
print(f"Hartree-Fock alpha, in-plane y = {hf[1]:.2f} A^3")
print(f"Hartree-Fock alpha, out-of-plane = {hf[2]:.2f} A^3")
print(f"Hartree-Fock in-plane pi part = {hf_pi[0]:.2f} A^3")
print(f"Hartree-Fock in-plane sigma part = {hf[0] - hf_pi[0]:.2f} A^3")
print(f"Hartree-Fock mean alpha = {mean_hf:.2f} A^3")
print(f"k from Hartree-Fock mean alpha = {k_hf:.2f} (no unit)")
print(f"local-field factor (k+2)/3, Hartree-Fock k = {(k_hf + 2) / 3:.2f}")
print("tests ok")
```

Running it gives:

```
ring radius R = 1.39 A
Bohr radius a0 = 0.529177 A
e^2/(4 pi eps0) = 14.3996 eV A
ring energy unit eps = 1.9719 eV
gap 3 eps = 5.916 eV
R^4 = 3.7330 A^4
in-plane polarizability volume, formula = 9.406 A^3
same in SI = 1.0465e-39 C m^2/V
same from energy curvature on grid = 9.407 A^3
same from induced dipole on grid = 9.407 A^3
share of m=0 pair on grid = 28.216 A^3
share of four m=+-1 electrons on grid = -18.809 A^3
field at the ring = 1.0 MV/cm
induced dipole at this field = 0.0314 debye
energy drop across ring 2eFR = 0.0278 eV
change of dipole/field, 1 to 10 MV/cm = 0.0034 %
temperature = 378 K
thermal energy kT = 0.0326 eV
sixfold potential amplitude = 2.0 eV
change of alpha by sixfold potential = 0.29 %
softening length d = 1.0 A
Hartree integral J = 0.8706 1/A
ring alpha with Hartree back-action = 4.004 A^3
slab dipole lattice sum = -8.3775 (no unit)
its Lorentz value -8 pi/3 = -8.3776 (no unit)
ring density = 8.0 per nm^3
orientation mean of ring alpha = 6.271 A^3
k from ring model alone = 1.798 (no unit)
C-H length in Hartree-Fock = 1.09 A
Hartree-Fock pi electron count = 6.0000 electrons
Hartree-Fock alpha, in-plane x = 11.69 A^3
Hartree-Fock alpha, in-plane y = 11.69 A^3
Hartree-Fock alpha, out-of-plane = 6.64 A^3
Hartree-Fock in-plane pi part = 6.36 A^3
Hartree-Fock in-plane sigma part = 5.33 A^3
Hartree-Fock mean alpha = 10.01 A^3
k from Hartree-Fock mean alpha = 2.51 (no unit)
local-field factor (k+2)/3, Hartree-Fock k = 1.50
tests ok
```
